# The modified Fowler–Nordheim exponent for an oxide–nitride barrier

## Result and conventions

An electron leaves silicon at $x=0$, crosses an oxide of thickness $d$, and enters a nitride of thickness $L$. Its normal energy is $E$ above the silicon conduction-band edge. Let $\Phi_1$ and $\Phi_2<\Phi_1$ be the zero-field barriers of oxide and nitride, measured from the electron's energy: each is the conduction-band offset from silicon minus $E$.

Let $F>0$ be the oxide field times the elementary charge, so that $F$ is a force pulling electrons towards the nitride. Energies are in eV and lengths in nm; a force of 1 eV/nm corresponds to 10 MV/cm. With relative permittivities $\varepsilon_1,\varepsilon_2$ and effective masses $m_1,m_2$, define

$$r=\frac{\varepsilon_1}{\varepsilon_2},\qquad b_i=\frac{\sqrt{2m_i}}{\hbar}.$$

The leading semiclassical transmission is $e^{-S}$, where

$$\boxed{S=\frac{4b_1}{3F}\left[\Phi_1^{3/2}-(\Phi_1-Fd)^{3/2}\right]+\frac{4b_2}{3rF}(\Phi_2-Fd)^{3/2}}$$

for

$$\frac{\Phi_2}{d+rL}<F<\frac{\Phi_2}{d}.$$

The first term, $S_1$, belongs to the whole oxide; the second, $S_2$, to the triangular part of the nitride barrier.

The model has parabolic bands, zero wavevector parallel to the layers, a flat silicon band, no charge in the nitride or at its interface, no image force and no scattering under the barrier.

## The barrier

With no interface charge, the normal displacement is continuous. The nitride force $F_n$ therefore obeys

$$\varepsilon_1F=\varepsilon_2F_n\quad\Rightarrow\quad F_n=rF.$$

The barrier height above the electron's energy is

$$h_1(x)=\Phi_1-Fx,\qquad 0<x<d,$$
$$h_2(x)=\Phi_2-Fd-rF(x-d),\qquad x>d.$$

The potential energy is continuous apart from the band offset: the full drop $Fd$ across the oxide is subtracted from the nitride barrier, whatever the permittivities.

The classical turning point follows from $h_2(x_t)=0$:

$$x_t=d+\frac{\Phi_2-Fd}{rF}.$$

For it to lie beyond the oxide we need $Fd<\Phi_2$. For it to lie inside the nitride we need $\Phi_2-Fd<rFL$, or $F(d+rL)>\Phi_2$. These are the two limits of the field window. Since $\Phi_1>\Phi_2$, the oxide height is positive up to $x=d$, so the oxide is crossed completely under the barrier.

## From the wave equation to the exponent

In each layer the Schrödinger equation reads

$$\psi''=\kappa_i^2\psi,\qquad \kappa_i(x)=b_i\sqrt{h_i(x)}.$$

Try $\psi=Ae^{-W}$ with $W'=\kappa$. Then

$$\psi''=\left(A''-2A'\kappa-A\kappa'+A\kappa^2\right)e^{-W}.$$

The term $A\kappa^2$ balances the right side of the wave equation. For a slowly varying barrier we drop $A''$, which leaves $2A'\kappa+A\kappa'=0$, hence $A\propto\kappa^{-1/2}$. This needs $|\kappa'|/\kappa^2\ll1$. The amplitude decays as $e^{-\int\kappa\,dx}$ and the probability as its square, so

$$S=2\int_0^d\kappa_1\,dx+2\int_d^{x_t}\kappa_2\,dx.$$

In the oxide take $h=\Phi_1-Fx$ as variable, with $dx=-dh/F$. The minus sign reverses the limits:

$$S_1=\frac{2b_1}{F}\int_{\Phi_1-Fd}^{\Phi_1}\sqrt h\,dh
=\frac{4b_1}{3F}\left[\Phi_1^{3/2}-(\Phi_1-Fd)^{3/2}\right].$$

In the nitride $dx=-dh/(rF)$, and $h$ runs from $\Phi_2-Fd$ down to zero:

$$S_2=\frac{2b_2}{rF}\int_0^{\Phi_2-Fd}\sqrt h\,dh
=\frac{4b_2}{3rF}(\Phi_2-Fd)^{3/2}.$$

Their sum is the stated exponent. The permittivities enter through the length of the nitride triangle, the masses through the decay rate in each layer.

## Limits and neighbouring regimes

**No oxide.** For $d\to0$ the bracket vanishes and $S\to4b_2\Phi_2^{3/2}/(3rF)$. Since $rF$ is the nitride force, this is the Fowler–Nordheim exponent of the nitride.

**Identical layers.** If $\Phi_1=\Phi_2$, $b_1=b_2$ and $r=1$, the terms in $(\Phi_1-Fd)^{3/2}$ cancel, leaving $4b_1\Phi_1^{3/2}/(3F)$, the exponent of one triangle.

**Small drop in the oxide.** Put $u=Fd/\Phi_1\ll1$. From $(1-u)^{3/2}=1-\tfrac32u+\tfrac38u^2+\cdots$,

$$S_1=\frac{4b_1\Phi_1^{3/2}}{3F}\left(\frac32u-\frac38u^2+\cdots\right)
=2b_1d\sqrt{\Phi_1}\left(1-\frac{Fd}{4\Phi_1}+\cdots\right).$$

The oxide acts almost as a rectangular barrier, and its exponent changes slowly with field. For comparable masses and permittivities, and with $Fd$ also well below $\Phi_2$, the nitride part changes faster, because a larger field both lowers its triangle and shortens it.

**Above the window.** At $Fd=\Phi_2$ the nitride term vanishes continuously. For $\Phi_2<Fd<\Phi_1$ only $S_1$ remains: direct tunnelling through the oxide. At $Fd=\Phi_1$ this becomes the ordinary oxide exponent $4b_1\Phi_1^{3/2}/(3F)$, which then holds at higher fields.

**Below the window.** The electron is still under the barrier at the far side of the nitride. The lower limit of the nitride integral is then $\Phi_2-Fd-rFL$ instead of zero, so $(\Phi_2-Fd)^{3/2}$ must be replaced by

$$(\Phi_2-Fd)^{3/2}-(\Phi_2-Fd-rFL)^{3/2}.$$

## What the exponent leaves out: the prefactor

Different masses also affect the matching at the junctions. There $\psi$ and $\psi'/m$ are continuous, which keeps the particle flux $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ continuous. Write $q=\kappa/m$ in a barrier and $q_0=k_0/m_0$ in silicon, where $k_0=\sqrt{2m_0E}/\hbar$.

**Turning point.** With $a^3=b_2^2rF$ and $z=a(x_t-x)$, the wave equation in the nitride becomes Airy's equation. The wave moving to the right is $\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)$. Using $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$ and $dz/dx=-a$, its flux is $\hbar a/(\pi m_2)$. Well inside the barrier $\mathrm{Bi}$ dominates:

$$\mathrm{Bi}(z)\simeq\frac{e^{\zeta}}{\sqrt\pi\,z^{1/4}}
=\sqrt{\frac{a}{\pi m_2}}\;q^{-1/2}e^{\zeta},\qquad
\zeta=\int_x^{x_t}\kappa_2\,dx,$$

because $\kappa_2=a\sqrt z$. Thus a wave $Dq^{-1/2}e^\zeta$ in the barrier delivers the flux $\hbar|D|^2$.

**Oxide–nitride junction.** Let $q_1'$ and $q_2$ be the values on its two sides, and $D_2=De^{S_2/2}$. In the oxide the wave has a part with coefficient $\alpha$ that decays to the right and a reflected part with coefficient $\beta$. To leading order the derivative acts on the exponentials alone, so continuity gives

$$\frac{\alpha+\beta}{\sqrt{q_1'}}=\frac{D_2}{\sqrt{q_2}},\qquad
(\alpha-\beta)\sqrt{q_1'}=D_2\sqrt{q_2}.$$

Solve each for its bracket and add:

$$\alpha=D_2\,\frac{q_1'+q_2}{2\sqrt{q_1'q_2}}.$$

**Silicon–oxide junction.** At $x=0$ the $\beta$ part is smaller by about $e^{-S_1}$ and is dropped. Let $q_1$ be the oxide value there. Then $\psi=\alpha e^{S_1/2}q_1^{-1/2}$ and $\psi'/m_1=-q_1\psi$. The incident amplitude in silicon is

$$I=\frac12\left(\psi+\frac{\psi'/m_1}{iq_0}\right)
=\frac{\alpha e^{S_1/2}}{2\sqrt{q_1}}\left(1+\frac{iq_1}{q_0}\right).$$

The incident flux is therefore

$$\hbar q_0|I|^2=\hbar|\alpha|^2e^{S_1}\,\frac{q_0^2+q_1^2}{4q_0q_1}.$$

Dividing the outgoing flux $\hbar|D|^2$ by this, and inserting $\alpha$, gives

$$T\simeq Pe^{-S},\qquad
P=\frac{4q_0q_1}{q_0^2+q_1^2}\,\frac{4q_1'q_2}{(q_1'+q_2)^2}.$$

Every $q$ contains one factor $1/\hbar$, which cancels in $P$, while $S$ is proportional to $1/\hbar$. This separates the exponent from the prefactor.

**Failure near the upper edge.** At the start of the nitride,

$$\frac{|\kappa_2'|}{\kappa_2^2}=\frac{rF}{2b_2(\Phi_2-Fd)^{3/2}}=\frac{2}{3S_2}.$$

The semiclassical treatment of the nitride needs $S_2\gg2/3$. As $Fd\to\Phi_2$, $q_2$ and hence $P$ go to zero; this is a fault of the approximation, since the true transmission does not vanish there.

## Field slope and energy sensitivity

A Fowler–Nordheim plot shows $\ln(J/F^2)$ against $1/F$, where $J$ is the current density. Since the transmission contains $e^{-S}$, the exponent contributes the local slope $-B$, with $B=dS/d(1/F)$. Let $G=FS$, which removes the overall $1/F$. Since $d/d(1/F)=-F^2\,d/dF$,

$$B=-F^2\frac{d}{dF}\left(\frac GF\right)=G-F\frac{dG}{dF},$$

$$\frac{dG}{dF}=2d\left[b_1\sqrt{\Phi_1-Fd}-\frac{b_2}{r}\sqrt{\Phi_2-Fd}\right].$$

Differentiating once more gives $dB/dF=-F\,d^2G/dF^2$, or

$$\frac{dB}{dF}=-Fd^2\left[\frac{b_2}{r\sqrt{\Phi_2-Fd}}-\frac{b_1}{\sqrt{\Phi_1-Fd}}\right].$$

Whenever $b_2/r\ge b_1$, the bracket is positive, because $\Phi_2<\Phi_1$. The steepness $B$ then falls throughout the window as the field rises, and one straight line cannot give the barrier height.

Raising the normal energy lowers both heights equally. The sensitivity $c=-dS/dE=\partial S/\partial\Phi_1+\partial S/\partial\Phi_2$ is

$$c=\frac{2b_1}{F}\left[\sqrt{\Phi_1}-\sqrt{\Phi_1-Fd}\right]+\frac{2b_2}{rF}\sqrt{\Phi_2-Fd}.$$

## Example: writing a nitride memory cell

Take rough typical parameters for a metal–nitride–oxide–silicon cell: $d=2.0$ nm, $L=20$ nm, $\varepsilon_1=3.9$, $\varepsilon_2=7.5$, and masses 0.92 (silicon), 0.42 (oxide) and 0.50 (nitride) in units of the free-electron mass. The silicon value is the longitudinal mass of the two valleys normal to a (100) surface; the other four valleys are not covered by the model. The barriers from the silicon band edge are 3.10 and 2.05 eV. With $E=0.20$ eV, $\Phi_1=2.90$ eV and $\Phi_2=1.85$ eV. The oxide field is 7 MV/cm, so $F=0.70$ eV/nm.

Then $r=0.520$, the nitride field is 3.64 MV/cm, and the two layers together carry $0.70(2+0.52\times20)=8.68$ V. The drop $Fd=1.40$ eV leaves heights of 1.50 eV and 0.45 eV on the two sides of the interface. The electron travels a further $0.45/0.364=1.24$ nm under the nitride barrier. The field window is 1.49 to 9.25 MV/cm.

With $b_1=3.320$ and $b_2=3.623$ nm$^{-1}$eV$^{-1/2}$,

$$S_1=\frac{4(3.320)}{3(0.70)}\left(2.90^{3/2}-1.50^{3/2}\right)=19.61,$$
$$S_2=\frac{4(3.623)}{3(0.364)}\,0.45^{3/2}=4.01.$$

Thus $S=23.62$ and $e^{-S}=5.5\times10^{-11}$. The prefactor is $P=0.61$, giving $T\simeq3.38\times10^{-11}$. The Airy-function solution of the same model, with the nitride ramp continued indefinitely, gives $3.30\times10^{-11}$. When $\hbar$ is divided by 1, 4, 16 and 64, the logarithm of the ratio of this solution to $Pe^{-S}$ is $-0.025$, $-0.0044$, $-0.0010$ and $-0.00026$. The difference fades as the semiclassical limit is approached, which supports both $S$ and $P$. This agreement is for the endless ramp. Coherent reflection at the gate, left out here, can shift $T$ by some 20 percent either way for a poorly matched metal.

The unmodified oxide formula would give $S=31.2$, too small a transmission factor by about 2000. It assumes an oxide triangle of length $\Phi_1/F=4.1$ nm, but the oxide is 2 nm thick. Its own regime would start at $\Phi_1/d$, or 14.5 MV/cm. At fixed oxide field, setting the nitride field equal to the oxide field gives $S=21.7$, and setting the nitride mass equal to the oxide mass gives $S=23.3$. Here the permittivity ratio matters more than the mass difference.

| Oxide field (MV/cm) | $S_1$ | $S_2$ | $B$ (MV/cm) |
|---|---|---|---|
| 5 | 20.5 | 14.6 | 212 |
| 7 | 19.6 | 4.0 | 182 |
| 9 | 18.6 | 0.1 | 99 |

At these three fields, most of the field dependence comes from the nitride. If the steepness at 7 MV/cm, $B=18.2$ eV/nm, were read as $4b_1\Phi^{3/2}/3$, it would give $\Phi=2.6$ eV instead of 2.9 eV; at 9 MV/cm it would give 1.7 eV. These readings use the exponent alone at fixed $E$. In a real cell the silicon level rises with field, which adds $cF^2\,dE/dF$ to the steepness, roughly 20 MV/cm at 7 MV/cm. At 9 MV/cm, $2/(3S_2)$ is about 6, so the semiclassical condition fails and $B$, with the barrier read from it, is only a rough guide: $Pe^{-S}=2.8\times10^{-9}$, against $3.6\times10^{-9}$ from the Airy solution.

**Oxide thickness.** Making the oxide 0.1 nm thicker at fixed field lowers $S$ to 23.53. The reason is visible in

$$\frac{\partial S}{\partial d}=2b_1\sqrt{\Phi_1-Fd}-\frac{2b_2}{r}\sqrt{\Phi_2-Fd}=8.13-9.35=-1.2\ \mathrm{nm}^{-1}.$$

The added oxide costs decay, but its extra voltage drop shrinks the nitride triangle by more. Fixed field also means a higher total voltage. At fixed voltage $V$ (in volts, numerically equal to the energy drop in eV), $F=V/(d+rL)$ falls by $F/(d+rL)$ per unit thickness. Since $dS/dF=-B/F^2$, this adds $B/V=18.2/8.68=2.1$ nm$^{-1}$. The sum is $+0.9$ nm$^{-1}$: at fixed voltage the thicker oxide transmits less.

## Comparison with a real cell

Oxides near 2 nm and nitrides of some tens of nanometres are typical of this cell type. The chosen field is 0.7 of a rough oxide breakdown field of 10 MV/cm. Real cells depart from the model in several ways, sized below one at a time for the same numbers; factors are relative to $e^{-S}$.

- **Trapped charge.** Writing fills nitride traps. A sheet of $5\times10^{12}$ electrons/cm², 5 nm into the nitride, lowers the oxide field by 1.46 MV/cm at fixed voltage. Then $S=31.0$, a factor of $6\times10^{-4}$. The formula thus describes the start of writing; later the field must be recalculated.
- **Band dispersion.** Replacing $h$ by $h(1-h/E_g)$ in $\kappa^2$, with rough gaps $E_g$ of 9 and 5 eV and unchanged masses, gives a factor of 15. Masses fitted with the parabolic formula would already absorb part of this.
- **Silicon surface.** The band is bent, not flat. A triangular well with the full surface field puts the lowest level at 0.31 eV instead of 0.20 eV, a factor of 6. Screening weakens the field away from the surface, so this level is an overestimate; a self-consistent estimate gives about 0.27 eV and a factor near 3.
- **Image force.** The silicon image, applied in the oxide only and with an optical oxide permittivity of 2.1, gives a factor of 4.6. This counts the exponent only and is rough: solving the wave equation gives about 6 to 8, depending on how the singular image potential is cut off at the silicon interface. Image effects in the nitride and at the oxide–nitride interface are left out.
- **Temperature.** At 300 K, one extra $k_BT$ of normal energy gives a factor of 1.6, in line with $c=17.9$ eV$^{-1}$. One $k_BT$ of parallel energy, with parallel silicon mass 0.19 and conserved parallel wavevector, gives 1.3. These factors show the sensitivity to energy; they are not thermal averages, since at this field the electron layer at the silicon surface (about $1.5\times10^{13}$ cm$^{-2}$) is quantised and degenerate, with the Fermi level roughly 0.06 eV above the lowest level.
- **Capture at the interface.** An electron captured directly by a nitride trap at the interface pays only $S_1$. The exponential gain is $e^{S_2}=55$; trap density and capture probability decide how much of it reaches the current.

Several of these effects change the transmission by more than the 2 to 3 percent by which $Pe^{-S}$ misses the endless-ramp solution at 7 MV/cm. The absolute current is therefore uncertain by at least an order of magnitude with these rough parameters. The numerical output below gives the remaining values.

## Table of computed values

```
barriers from Si band edge: 3.10, 2.05 eV
normal energy 0.20 eV; Phi1 2.90, Phi2 1.85 eV
oxide 2.0 nm, nitride 20.0 nm
permittivities 3.9, 7.5; ratio r 0.5200
masses Si 0.92, oxide 0.42, nitride 0.50 m_e
b1 3.3202, b2 3.6226 nm^-1 eV^-1/2
fields: oxide 7.00, nitride 3.640 MV/cm
voltage across both layers 8.680 V
energy drop in oxide 1.400 eV
heights at interface: oxide 1.500, nitride 0.450 eV
turning point 3.2363 nm; nitride path 1.2363 nm
field window 1.492 to 9.250 MV/cm
S oxide 19.6138, S nitride 4.0057, S total 23.6195
exp(-S) 5.5229e-11; prefactor P 0.6124
P exp(-S) 3.3825e-11; exact T 3.2983e-11
hbar/1: ln(T exact / T semiclassical) -0.025203
hbar/4: ln(T exact / T semiclassical) -0.004402
hbar/16: ln(T exact / T semiclassical) -0.001032
hbar/64: ln(T exact / T semiclassical) -0.000255
FN slope B 182.33 MV/cm
energy sensitivity c 17.889 1/eV
unmodified oxide FN: S 31.232, slope 218.62 MV/cm
S if nitride field = oxide field 21.697
S if nitride mass = oxide mass 23.285
field MV/cm | S oxide | S nitride | S | B MV/cm | P exp(-S) | exact T
5.0 | 20.537 | 14.559 | 35.095 | 212.4 | 3.716e-16 | 3.720e-16
6.0 | 20.083 | 8.113 | 28.196 | 200.1 | 3.611e-13 | 3.594e-13
7.0 | 19.614 | 4.006 | 23.620 | 182.3 | 3.382e-11 | 3.298e-11
8.0 | 19.126 | 1.451 | 20.577 | 154.9 | 6.513e-10 | 6.077e-10
9.0 | 18.617 | 0.115 | 18.732 | 99.3 | 2.756e-09 | 3.608e-09
Neglected effects: changed S and factor exp(S - changed S)
trapped electrons 5.0e+12 cm^-2, 5.0 nm into nitride: oxide field falls 1.459 MV/cm
trapped charge: S 31.006, factor 0.00062
image force (optical permittivity 2.1): S 22.088, factor 4.62
two-band dispersion (gaps 9.0, 5.0 eV): S 20.890, factor 15.3
Si subband at 0.307 eV: S 21.794, factor 6.2
normal energy + kT (25.85 meV, 300 K): S 23.162, factor 1.58
parallel energy kT (Si mass 0.19): S 23.343, factor 1.32
oxide thicker by 0.1 nm: S 23.526, factor 1.1
direct capture by interface traps: factor at most 54.9
oxide field / rough breakdown field 10 MV/cm: 0.70
```
